# Magnetic-dipole decay within a doublet P term

## Problem

An ion has one p electron outside closed shells. Its lowest term is $^2P$, with orbital angular momentum $L=1$ and spin $S=1/2$. Spin–orbit coupling splits the term into a lower level $J=1/2$ and an upper level $J=3/2$, separated by an energy $\omega$.

(a) Find the rate $A$ of spontaneous magnetic-dipole (M1) decay from the upper to the lower level, as a function of $\omega$.

(b) Evaluate the rate and the lifetime for C$^+$ (2s$^2$2p), whose line lies at 158 µm, and for Fe$^{13+}$ (3s$^2$3p), whose line lies at 530 nm.

(c) Estimate how much electric-quadrupole (E2) decay adds.

Hartree atomic units are used in their Gaussian form: $\hbar=m_e=e=1$, $c=1/\alpha$, with $\alpha=0.007297353$. The electron has charge $-1$ and spin factor $g_s=2$ unless stated otherwise. The term is taken as pure, without admixture of other terms, and both levels have the same radial function. The ion is isolated and no radiation is present initially. The splittings are taken from the given wavelengths, not predicted.

## First estimate by scaling

The two levels have the same parity, so electric-dipole decay is forbidden. The next candidate is radiation by a magnetic moment $\mu$. In Gaussian units $\mu^2$ has the dimension of energy times volume. The only length supplied by the radiation is $c/\omega$, so $\mu^2(\omega/c)^3$ is an energy, and with $\hbar=1$ it is also a rate:

$$A_{\rm est}=\frac{\mu^2\omega^3}{c^3}.$$

The natural size of $\mu$ is one Bohr magneton, $1/(2c)=\alpha/2$. Hence

$$A_{\rm est}=\frac{\alpha^5\omega^3}{4}.$$

The wavelengths correspond to $\omega=2.884\times10^{-4}$ hartree for C$^+$ and $8.597\times10^{-2}$ hartree for Fe$^{13+}$. With $\alpha^5=2.069\times10^{-11}$, the estimates are $1.24\times10^{-22}$ and $3.29\times10^{-15}$ atomic units. One atomic unit of rate is $4.134\times10^{16}$ s$^{-1}$, so they become about $5\times10^{-6}$ s$^{-1}$ and $1.4\times10^{2}$ s$^{-1}$.

The estimate fixes the powers of $\alpha$ and $\omega$. It cannot fix the number in front, which depends on the angular distribution of the radiation and on how strongly the moment connects the two levels.

## Solution

### The coupling to one photon

In a vector potential $\mathbf A$ with $\nabla\cdot\mathbf A=0$, the kinetic energy of the electron is $\tfrac12(\mathbf p+\mathbf A/c)^2$, and its spin energy is $\mathbf S\cdot\mathbf B/c$. The part linear in the field is

$$H_{\rm int}=\frac1c\left(\mathbf A\cdot\mathbf p+\mathbf S\cdot\mathbf B\right).$$

A photon has wavevector $\mathbf k=k\mathbf n$, with $k=\omega/c$, and a real polarization vector $\mathbf e\perp\mathbf k$. The part of the field that creates it in a volume $V$ is

$$\mathbf A=N\mathbf e\,e^{-i\mathbf k\cdot\mathbf r},\qquad N^2=\frac{2\pi c^2}{\omega V}.$$

The normalization follows from the field energy. A classical wave $2N|a|\,\mathbf e\cos(\mathbf k\cdot\mathbf r-\omega t)$ has electric and magnetic fields of equal amplitude $2N|a|\omega/c$. Its mean energy $V\langle E^2+B^2\rangle/(8\pi)$ is $VN^2|a|^2\omega^2/(2\pi c^2)$. Setting this equal to $\omega|a|^2$, with $|a|^2$ the photon number, gives $N^2$.

The magnetic field is $\mathbf B=\nabla\times\mathbf A=-iN(\mathbf k\times\mathbf e)e^{-i\mathbf k\cdot\mathbf r}$. Thus $H_{\rm int}=(N/c)T$, with

$$T=e^{-i\mathbf k\cdot\mathbf r}\left[\mathbf e\cdot\mathbf p-i(\mathbf k\times\mathbf e)\cdot\mathbf S\right].$$

The ion is much smaller than the wavelength, so the exponential is expanded in $\mathbf k\cdot\mathbf r$. The zeroth-order term $\mathbf e\cdot\mathbf p$ is odd under inversion and vanishes between two p states. The first-order terms are

$$T_1=-i(\mathbf k\cdot\mathbf r)(\mathbf e\cdot\mathbf p)-i(\mathbf k\times\mathbf e)\cdot\mathbf S.$$

Split the orbital product into halves that are antisymmetric and symmetric under exchange of $\mathbf k$ and $\mathbf e$. The antisymmetric half contains

$$(\mathbf k\cdot\mathbf r)(\mathbf e\cdot\mathbf p)-(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf p)=(\mathbf k\times\mathbf e)\cdot(\mathbf r\times\mathbf p)=(\mathbf k\times\mathbf e)\cdot\mathbf L.$$

Together with the spin term it gives the M1 operator

$$T_{\rm M1}=-\frac i2(\mathbf k\times\mathbf e)\cdot\mathbf M,\qquad \mathbf M=\mathbf L+2\mathbf S.$$

The symmetric half is the E2 operator, treated in part (c). For several electrons the M1 operators add, and $\mathbf L$ and $\mathbf S$ become the totals. The closed shells have zero total orbital and spin angular momentum, so they contribute nothing.

### From the coupling to the rate

The golden rule gives $2\pi|H_{\rm int}|^2$ times the density of photon states. Per solid angle $d\Omega$ that density is

$$\frac{V}{(2\pi)^3}\int k^2\,dk\,\delta(\omega-ck)=\frac{V\omega^2}{8\pi^3c^3}.$$

For one initial state, one final state and one polarization,

$$\frac{dA}{d\Omega}=2\pi\,\frac{N^2}{c^2}|T|^2\,\frac{V\omega^2}{8\pi^3c^3}
=2\pi\,\frac{2\pi}{\omega V}\,\frac{V\omega^2}{8\pi^3c^3}|T|^2=\frac{\omega}{2\pi c^3}|T|^2 .$$

The volume has cancelled. Let $\mathbf v$ be the matrix element of $\mathbf M$. For the two polarizations, $\mathbf n\times\mathbf e$ runs over two perpendicular unit vectors normal to $\mathbf n$, up to a sign. Therefore

$$\sum_{\mathbf e}|(\mathbf n\times\mathbf e)\cdot\mathbf v|^2=|\mathbf v|^2-|\mathbf n\cdot\mathbf v|^2 .$$

The directional average of $n_an_b$ is $\delta_{ab}/3$, so integration over all directions gives $4\pi(1-\tfrac13)|\mathbf v|^2=\tfrac{8\pi}{3}|\mathbf v|^2$.

The ion may start in any of the four states of $J=3/2$ and end in either of the two states of $J=1/2$. Average over the former and sum over the latter. With the line strength

$$\mathcal S=\sum_{m,m'}\sum_{a=x,y,z}\left|\langle\tfrac12m'|M_a|\tfrac32m\rangle\right|^2,$$

the rate is

$$A=\frac14\,\frac{\omega}{2\pi c^3}\,\frac{k^2}{4}\,\frac{8\pi}{3}\,\mathcal S=\frac{\alpha^5\omega^3}{12}\,\mathcal S .$$

The cubic law can now be traced. The density of photon states gives $\omega^2$, the field normalization gives $1/\omega$, and the factor $k^2$, present because the M1 coupling involves spatial derivatives of $\mathbf A$, gives another $\omega^2$.

### The line strength

Write $\mathbf M=\mathbf J+\mathbf S$. Since $\mathbf J$ commutes with $J^2$, it cannot connect levels of different $J$. Between the two levels $\mathbf M$ therefore acts as $\mathbf S$ alone.

This allows a sum over the upper states without constructing them. Start from a lower state and apply $S_a$. The spin operator leaves the orbital part untouched, so the result stays within the six states of the term. By completeness, the strength from one lower state to all six is $\langle S^2\rangle=\tfrac12\cdot\tfrac32=\tfrac34$. For both lower states it is

$$\mathcal S_{\rm total}=2\cdot\tfrac34=\tfrac32 .$$

Part of this strength stays inside $J=1/2$ and must be subtracted. Within one level, rotational symmetry makes the matrix of any vector operator proportional to that of $\mathbf J$, so there $\mathbf S=\gamma\mathbf J$. Take the scalar product with $\mathbf J$, which does not lead out of the level:

$$\gamma=\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)} .$$

From $\mathbf L=\mathbf J-\mathbf S$ follows $L^2=J^2+S^2-2\,\mathbf S\cdot\mathbf J$, because $\mathbf S$ and $\mathbf J$ commute component by component. Hence

$$\langle\mathbf S\cdot\mathbf J\rangle=\tfrac12\left(\tfrac34+\tfrac34-2\right)=-\tfrac14,\qquad
\gamma=\frac{-1/4}{3/4}=-\frac13 .$$

The negative sign says that in the lower level the spin points, on average, against the total angular momentum. The strength inside the level is

$$\mathcal S_{\rm inside}=2\,\gamma^2J(J+1)=2\cdot\tfrac19\cdot\tfrac34=\tfrac16 .$$

The remainder leads to $J=3/2$:

$$\mathcal S=\tfrac32-\tfrac16=\tfrac43 .$$

The unit is the squared Bohr magneton, whose numerical value is already contained in the rate formula. The result of part (a) is

$$\boxed{A=\frac{\alpha^5\omega^3}{9}}$$

No radial integral appears. Within the stated assumptions, the nuclear charge and the principal quantum number enter through $\omega$ alone. As a test, the full plane-wave operator $T$ was integrated numerically over space and photon directions for Gaussian p orbitals of two widths. At both splittings the rate agreed with the formula to better than one part in $10^5$. The operator $T$ does not contain the coupling of the field to the spin–orbit term. Without it, the E2 part of $T$ vanishes between p orbitals with a common radial function, so this test concerns the M1 rate alone. Part (c) obtains the E2 rate from a length form that includes the effects of spin–orbit coupling.

### Two variations

For a general spin factor, $\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S$, so $\mathcal S$ is multiplied by $(g_s-1)^2$. If $g_s$ were 1, the magnetic moment would be proportional to $\mathbf J$ and this decay would vanish. The M1 decay exists because spin and orbital motion have different ratios of magnetic moment to angular momentum. The free-electron value $g_s=2.002319$ raises the rate by 0.464 %.

A p shell with one vacancy also forms a $^2P$ term, but with $J=3/2$ below $J=1/2$. The total operators $\mathbf L$ and $\mathbf S$ have the same matrices in a term of given $L$ and $S$, and $\mathcal S$ is symmetric between the levels. It remains $4/3$. The average now runs over two upper states instead of four, so

$$A_{\rm inverted}=\frac{\alpha^5\omega^3}{3\cdot2}\cdot\frac43=\frac{2\alpha^5\omega^3}{9}.$$

At equal splitting the inverted term decays twice as fast.

### Numbers for the two ions

For C$^+$,

$$A=\frac{(2.069\times10^{-11})(2.884\times10^{-4})^3}{9}=5.51\times10^{-23}\ \text{a.u.}=2.28\times10^{-6}\ \text{s}^{-1}.$$

For Fe$^{13+}$,

$$A=\frac{(2.069\times10^{-11})(8.597\times10^{-2})^3}{9}=1.46\times10^{-15}\ \text{a.u.}=60.4\ \text{s}^{-1}.$$

The lower level is the ground level, so the M1 lifetime is $1/A$: $4.39\times10^5$ s, or 5.1 days, for C$^+$, and 16.6 ms for Fe$^{13+}$.

The angular factor is the same for both ions. The whole contrast between them comes from the wavelength ratio, 298.1, whose cube is $2.65\times10^7$.

A relative error in the wavelength enters the rate three times. Half a unit in the last given digit changes the rate by 0.95 % for C$^+$ and by 0.28 % for Fe$^{13+}$. For iron the rounding alone spreads the rate from 60.2 to 60.6 s$^{-1}$, and the free-electron $g_s$ raises the central value to 60.7 s$^{-1}$. The third digit in 60.4 s$^{-1}$ therefore holds only for $g_s=2$ and a wavelength of exactly 530 nm.

### The quadrupole channel

The symmetric half of the orbital coupling is

$$T_{\rm E2}=-\frac i2\left[(\mathbf k\cdot\mathbf r)(\mathbf e\cdot\mathbf p)+(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\right].$$

For a Hamiltonian $H=p^2/2+U(r)$, the bracket equals $i[H,(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)]$. Its matrix element between states with $E_f-E_i=-\omega$ is $-i\omega\langle(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)\rangle$, so

$$T_{\rm E2}=-\frac{\omega}{2}\langle(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)\rangle .$$

Here the splitting itself comes from spin–orbit coupling, which depends on $\mathbf p$. That term must therefore be kept in $H$, and the substitution $\mathbf p\to\mathbf p+\mathbf A/c$ must be made in it as well. The symmetric half of the extra coupling supplies the missing part of the commutator, and the length form above holds with the actual $\omega$ for eigenstates of this full $H$. For a point-charge $U$ the spin–orbit term of $J=1/2$ is an attractive $r^{-3}$ and $H$ has no lower bound, so the two states are then meant to first order in that term. Their radial functions differ slightly between the two levels. In the form with $\mathbf p$, this difference contributes at the same order as the extra coupling and cannot be dropped. In the length form it is only a small correction, so a common radial function may be used from here on. The antisymmetric half is a relativistic correction to the M1 operator. Relative to the M1 amplitude it is of order $\alpha^2\langle r\,dU/dr\rangle$, so its effect on the total rate need not be smaller than that of E2 decay. It is left out here, where only the E2 rate is sought.

Since $\mathbf e\cdot\mathbf k=0$, only the traceless part $Q_{ab}=r_ar_b-\tfrac13\delta_{ab}r^2$ contributes. Let $q_{ab}$ be its matrix element. The polarization sum is $|q\mathbf n|^2-|\mathbf n\cdot q\mathbf n|^2$. The average of $n_an_bn_cn_d$ is $(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})/15$, so the directional average of the sum is $(\tfrac13-\tfrac2{15})\sum|q_{ab}|^2=\tfrac15\sum|q_{ab}|^2$. With $\mathcal Q$ the sum of $|q_{ab}|^2$ over components and over all states of both levels,

$$A_{\rm E2}=\frac14\,\frac{\omega}{2\pi c^3}\,\frac{\omega^2k^2}{4}\,\frac{4\pi}{5}\,\mathcal Q=\frac{\alpha^5\omega^5}{40}\,\mathcal Q .$$

To find $\mathcal Q$, use p orbitals proportional to $r_i/r$. The same fourfold average gives

$$\langle i|Q_{ab}|j\rangle=\frac{\langle r^2\rangle}{5}\left(\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}-\tfrac23\delta_{ab}\delta_{ij}\right).$$

Square the bracket and sum over $a,b,j$ at fixed $i$. The squares give $3+3+\tfrac43$ and the cross terms $2-\tfrac83$, in total $\tfrac{20}{3}$. One lower state thus has strength $\tfrac{20}{3}\langle r^2\rangle^2/25=\tfrac4{15}\langle r^2\rangle^2$ to the whole term. A rank-two operator cannot connect $J=1/2$ with itself, so all of this leads to $J=3/2$. Two lower states give $\mathcal Q=\tfrac8{15}\langle r^2\rangle^2$, and

$$\frac{A_{\rm E2}}{A}=\frac{9}{40}\cdot\frac{8}{15}\,\omega^2\langle r^2\rangle^2=\frac{3}{25}\,\omega^2\langle r^2\rangle^2 .$$

The rates add without interference. Summed over magnetic states, the product of a vector and a tensor $q_{bc}$ must be a rotationally invariant object with three indices, hence proportional to $\epsilon_{abc}$. That is antisymmetric in $b,c$, whereas $q_{bc}$ is symmetric, so the product vanishes.

For a size estimate, take hydrogenic orbitals in the net charge $Z_c$ of the core. The 2p function $re^{-Z_cr/2}$ gives $\langle r^2\rangle=30/Z_c^2$, and the 3p function $r(1-Z_cr/6)e^{-Z_cr/3}$ gives $180/Z_c^2$. For C$^+$, $Z_c=2$ and $\langle r^2\rangle=7.5$ bohr$^2$; for Fe$^{13+}$, $Z_c=14$ and $\langle r^2\rangle=0.918$ bohr$^2$. The ratios are

$$\text{C}^+:\ 0.12\,(2.884\times10^{-4})^2(7.5)^2=5.6\times10^{-7},$$

$$\text{Fe}^{13+}:\ 0.12\,(8.597\times10^{-2})^2(0.918)^2=7.5\times10^{-4}.$$

These are model values, not calculations of the real ions. They leave out the penetration of the valence electron into the core, where it feels a stronger attraction. This contracts the orbital, so the model overestimates $\langle r^2\rangle$ and the ratios. The effect is large: nonrelativistic open-shell Hartree–Fock gives about 2.7 bohr$^2$ for C$^+$ and 0.55 bohr$^2$ for Fe$^{13+}$, which lowers the ratios by factors of about 7 and 3, to roughly $8\times10^{-8}$ and $3\times10^{-4}$. In this model E2 decay adds less than 0.1 % in either ion.

## Comparison of estimate and solution

The scaling estimate has the correct powers and is too large by the factor $(1/4)/(1/9)=9/4$. Two numbers make up the difference. The radiation integral multiplies the estimate by $4/3$. The mean squared matrix element of $\mathbf M$, summed over final states, is $\mathcal S/4=1/3$ rather than 1. Their product is $4/9$. The estimated ratio of the two rates needs no correction, because the prefactor cancels.

Scaling also shows where the solution must fail. Consider a single electron in the field of a nuclear charge $Z$, at fixed principal quantum number. The spin–orbit energy is $\tfrac12\alpha^2Z\langle r^{-3}\rangle\,\mathbf L\cdot\mathbf S$, and lengths scale as $1/Z$, so $\omega\propto\alpha^2Z^4$. The M1 rate then grows as $Z^{12}$ to leading order. The two ions above do not form such a sequence, since their shells and cores differ.

In the same model $\omega\langle r^2\rangle\propto(\alpha Z)^2$, so the E2 fraction grows as $(\alpha Z)^4$. The spin–orbit energy divided by the spacing of orbital energies, which scales as $Z^2$, is also of order $(\alpha Z)^2$. This ratio measures how far the radial functions of the two levels are driven apart. When $\alpha Z$ is no longer small, a common radial function and a pure term cease to be good starting points, and the strength $4/3$ has to be replaced by a relativistic calculation of the two states. The effect of these omissions on the two rates above has not been computed here; the numerical output below refers to the pure-term model.

## Computed results

```
fine-structure constant = 0.007297353 (dimensionless)
total spin strength from J=1/2 = 1.500000 (hbar^2)
spin strength inside J=1/2 = 0.166667 (hbar^2)
M1 line strength = 1.333333 (Bohr magneton^2)
free-electron g_s = 2.002319 (dimensionless)
rate change from free-electron g_s = 0.464 %
C+: input wavelength = 1.580e-04 m
C+: splitting omega = 2.883756e-04 hartree
C+: M1 rate = 5.5139e-23 atomic units
C+: M1 rate = 2.2795e-06 s^-1
C+: M1 lifetime = 4.3869e+05 s
C+: rate uncertainty from wavelength rounding = 0.95 %
C+: core charge in E2 model = 2 e
C+: hydrogenic mean square radius = 7.5000 bohr^2
C+: estimated E2/M1 rate ratio = 5.61e-07
Fe13+: input wavelength = 5.300e-07 m
Fe13+: splitting omega = 8.596859e-02 hartree
Fe13+: M1 rate = 1.4608e-15 atomic units
Fe13+: M1 rate = 6.0393e+01 s^-1
Fe13+: M1 lifetime = 1.6558e-02 s
Fe13+: rate uncertainty from wavelength rounding = 0.28 %
Fe13+: core charge in E2 model = 14 e
Fe13+: hydrogenic mean square radius = 0.9184 bohr^2
Fe13+: estimated E2/M1 rate ratio = 7.48e-04
C+ lifetime = 5.08 days
Fe13+ lifetime = 16.56 ms
wavelength ratio C+/Fe13+ = 298.113
rate ratio Fe13+/C+ = 2.6494e+07
```
